**Attachment and detachment densities: Fock-space and water tests**

The difference density matrix Δ (excited minus ground) splits into attachment A and detachment D, Δ = A − D, whose equal traces define the promotion number p. For Tamm-Dancoff amplitudes X, the program asserts D = XX†, A = X†X, p = 1 and the identity of X with the transition amplitudes, using explicit Fock-space operators and complex amplitudes. It also asserts that p = 2 for a pure double excitation, and that p is never below the mean excitation level in 50 random two-electron states. For water (PBE0/6-31G), a finite difference of the excitation energy under a random block-diagonal perturbation agrees with the unrelaxed blocks, both giving −0.229481. Further finite differences supply the occupied-virtual relaxation block Z, which raises p from 1 to 1.288, below the asserted upper bound of 1.406. The relaxed dipole change, −1.0641 e bohr, agrees with a separate finite-field derivative, while the unrelaxed value is −1.3479 e bohr. Real-space quadrature confirms that the unrelaxed attachment and detachment densities each integrate to 1 and that half the integral of |Δρ| stays below p.

## Numerical verification

```python
"""
Attachment and detachment densities.
Result under test: the difference density matrix Delta (excited minus ground)
splits as Delta = A - D with A, D >= 0 and A D = 0; Tr A = Tr D = p, the
promotion number. For a Tamm-Dancoff state sum_ia X_ia a+_a a_i |Phi>,
D = X X^dagger (occupied block), A = X^dagger X (virtual block), p = 1.
Orbital relaxation adds an occupied-virtual block Z, and then
1 <= p <= 1 + (sum of singular values of Z).
Symbols: gamma_pq = <a+_p a_q>; i, j occupied; a, b virtual; omega is the
excitation energy; x is the real spin-adapted singlet amplitude, sum x^2 = 1.
"""
import itertools
import numpy as np
from scipy import constants
from pyscf import gto, dft, tdscf
from pyscf.tdscf.rhf import get_ab

rng = np.random.default_rng(7)


def split(delta):
    """Return attachment matrix, detachment matrix and eigenvalues."""
    values, vectors = np.linalg.eigh(delta)
    attach = (vectors * np.clip(values, 0, None)) @ vectors.conj().T
    detach = (vectors * np.clip(-values, 0, None)) @ vectors.conj().T
    return attach, detach, values


# ---------- Explicit Fock space: 2 occupied and 3 virtual spin orbitals ------
n_occ_f, n_modes = 2, 5
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for mode in range(n_modes):
    operator = np.eye(1)
    for k in range(n_modes):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        operator = np.kron(operator, factor)
    annihilate.append(operator)
create = [c.T for c in annihilate]
vacuum = np.zeros(2**n_modes)
vacuum[0] = 1.0
reference = create[0] @ create[1] @ vacuum


def density_matrix(state):
    removed = [c @ state for c in annihilate]
    return np.array([[np.vdot(p, q) for q in removed] for p in removed])


gamma_ref = density_matrix(reference)
X = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
X /= np.linalg.norm(X)
single = sum(X[i, a] * create[n_occ_f + a] @ annihilate[i] @ reference
             for i in range(2) for a in range(3))
delta_f = density_matrix(single) - gamma_ref
A_f, D_f, _ = split(delta_f)
assert np.allclose(D_f[:2, :2], X @ X.conj().T, atol=1e-12)
assert np.allclose(A_f[2:, 2:], X.conj().T @ X, atol=1e-12)
assert np.allclose(delta_f[:2, 2:], 0, atol=1e-12)
assert abs(np.trace(A_f) - 1) < 1e-12 and abs(np.trace(D_f) - 1) < 1e-12
transition = np.array([[np.vdot(reference, create[i] @ annihilate[2 + a]
                                @ single) for a in range(3)]
                       for i in range(2)])
assert np.allclose(transition, X, atol=1e-12)

double = create[2] @ create[3] @ vacuum
p_double = np.trace(split(density_matrix(double) - gamma_ref)[0]).real
assert abs(p_double - 2) < 1e-12

# A general two-electron state: p is never below the mean excitation level.
pairs_f = list(itertools.combinations(range(n_modes), 2))
for trial in range(50):
    c = rng.normal(size=len(pairs_f)) + 1j * rng.normal(size=len(pairs_f))
    c /= np.linalg.norm(c)
    state = sum(ck * create[p] @ create[q] @ vacuum
                for ck, (p, q) in zip(c, pairs_f))
    level = sum(abs(ck)**2 * ((p >= 2) + (q >= 2))
                for ck, (p, q) in zip(c, pairs_f))
    delta = density_matrix(state) - gamma_ref
    attach, detach, _ = split(delta)
    p_general = np.trace(attach).real
    assert abs(p_general - np.trace(detach).real) < 1e-12
    assert p_general >= level - 1e-12
    # Variational bound with a random operator 0 <= Q <= 1.
    basis, _ = np.linalg.qr(rng.normal(size=(5, 5))
                            + 1j * rng.normal(size=(5, 5)))
    Q = (basis * rng.uniform(size=5)) @ basis.conj().T
    assert np.trace(Q @ delta).real <= p_general + 1e-12

# ---------- Water, PBE0/6-31G, Tamm-Dancoff ---------------------------------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y_h, z_h = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y_h, z_h)],
                  ["H", (0, -y_h, z_h)]],
            basis="6-31g", unit="Angstrom", verbose=0)
overlap = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
with mol.with_common_orig((0, 0, 0)):
    z_ao = mol.intor("int1e_r")[2]
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = (40, 110)
grids.prune = None
grids.build()


def solve(perturbation, guess=None):
    """Converge the ground state with an added one-electron operator and
    return it with the lowest singlet excitation energy and amplitude."""
    mf = dft.RKS(mol)
    mf.xc = "pbe0"
    mf.grids = grids
    mf.small_rho_cutoff = 0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    mf.get_hcore = lambda *args: h_core + perturbation
    mf.kernel(dm0=guess)
    assert mf.converged
    a_matrix = get_ab(mf)[0]
    no, nv = a_matrix.shape[:2]
    energies, vectors = np.linalg.eigh(a_matrix.reshape(no * nv, no * nv))
    return mf, energies, vectors[:, 0].reshape(no, nv)


ground, energies, x = solve(np.zeros_like(h_core))
omega = energies[0]
C = ground.mo_coeff
n_occ, n_vir = x.shape
n_orb = n_occ + n_vir
dm_ground = np.array(ground.make_rdm1())

# The iterative solver normalizes its spatial amplitude to one half.
td = tdscf.TDA(ground)
td.nstates = 2
td.kernel()
x_iter = np.asarray(td.xy[0][0])
assert abs(td.e[0] - omega) < 1e-5
assert np.allclose(2 * x_iter @ x_iter.T, x @ x.T, atol=2e-3)

delta_un = np.zeros((n_orb, n_orb))
delta_un[:n_occ, :n_occ] = -x @ x.T
delta_un[n_occ:, n_occ:] = x.T @ x
A_un, D_un, eig_un = split(delta_un)
p_un = np.trace(A_un)
sigma2 = np.linalg.svd(x, compute_uv=False)**2
assert abs(p_un - 1) < 1e-10 and abs(np.trace(D_un) - 1) < 1e-10
assert np.allclose(eig_un[::-1][:n_occ], sigma2, atol=1e-10)
assert np.allclose(-eig_un[:n_occ], sigma2, atol=1e-10)

# Nonorthogonal basis: the symmetric orthogonalization is needed.
s_val, s_vec = np.linalg.eigh(overlap)
s_half = (s_vec * np.sqrt(s_val)) @ s_vec.T
delta_ao = C @ delta_un @ C.T
p_lowdin = np.trace(split(s_half @ delta_ao @ s_half)[0])
p_raw = np.trace(split(delta_ao)[0])
assert abs(p_lowdin - 1) < 1e-8 and abs(p_raw - 1) > 0.01

# Energy derivatives with respect to a one-electron operator.
step = 1e-3


def derivative(operator_ao):
    plus = solve(step * operator_ao, dm_ground)[1][0]
    minus = solve(-step * operator_ao, dm_ground)[1][0]
    return (plus - minus) / (2 * step)


def to_ao(operator_mo):
    return overlap @ C @ operator_mo @ C.T @ overlap


V = rng.normal(size=(n_orb, n_orb))
V = V + V.T
V[:n_occ, n_occ:] = 0
V[n_occ:, :n_occ] = 0
V /= np.linalg.norm(V)
block_fd = derivative(to_ao(V))
block_formula = np.sum(delta_un * V)
assert abs(block_fd - block_formula) < 1e-4

# Only pairs of equal symmetry can contribute to Z for a nondegenerate state;
# the totally symmetric kinetic energy operator identifies them.
kinetic_mo = C.T @ mol.intor("int1e_kin") @ C
Z = np.zeros((n_occ, n_vir))
n_pairs = 0
for i in range(n_occ):
    for a in range(n_vir):
        if abs(kinetic_mo[i, n_occ + a]) > 1e-6:
            E = np.zeros((n_orb, n_orb))
            E[i, n_occ + a] = E[n_occ + a, i] = 1
            Z[i, a] = derivative(to_ao(E)) / 2
            n_pairs += 1
delta_rel = delta_un.copy()
delta_rel[:n_occ, n_occ:] = Z
delta_rel[n_occ:, :n_occ] = Z.T
A_rel, D_rel, eig_rel = split(delta_rel)
p_rel = np.trace(A_rel)
upper = 1 + np.linalg.svd(Z, compute_uv=False).sum()
assert abs(p_rel - np.trace(D_rel)) < 1e-10
assert 1 + 1e-4 < p_rel <= upper + 1e-10

# Independent check of the relaxed matrix with a uniform electric field.
z_mo = C.T @ z_ao @ C
shift_un = np.sum(delta_un * z_mo)
shift_rel = np.sum(delta_rel * z_mo)
shift_field = derivative(z_ao)
assert abs(shift_rel - shift_field) < 5e-4
assert abs(shift_un - shift_field) > 5e-3

# Real-space densities on a finer grid.
fine = dft.gen_grid.Grids(mol)
fine.level = 3
fine.build()
phi = dft.numint.eval_ao(mol, fine.coords) @ C


def real_space(matrix):
    return np.einsum("rp,pq,rq->r", phi, matrix, phi, optimize=True)


rho_A, rho_D = real_space(A_un), real_space(D_un)
int_A, int_D = fine.weights @ rho_A, fine.weights @ rho_D
half_abs = 0.5 * fine.weights @ np.abs(rho_A - rho_D)
half_abs_rel = 0.5 * fine.weights @ np.abs(real_space(delta_rel))
assert abs(int_A - 1) < 1e-3 and abs(int_D - 1) < 1e-3
assert rho_A.min() > -1e-12 and rho_D.min() > -1e-12
assert half_abs < p_un and half_abs_rel < p_rel


def populations(matrix):
    """Loewdin populations on oxygen and on the two hydrogens together."""
    diagonal = np.diag(s_half @ C @ matrix @ C.T @ s_half)
    start, stop = mol.aoslice_by_atom()[0, 2:4]
    oxygen = diagonal[start:stop].sum()
    return oxygen, diagonal.sum() - oxygen


hartree_ev = constants.value("Hartree energy in eV")
i_max, a_max = np.unravel_index(np.argmax(np.abs(x)), x.shape)
print(f"O-H distance: {bond:.2f} angstrom; H-O-H angle: {angle:.1f} degree")
print(f"occupied, virtual spatial orbitals: {n_occ}, {n_vir}")
print(f"ground-state energy: {ground.e_tot:.5f} hartree")
print(f"excitation energy: {omega:.5f} hartree = {omega*hartree_ev:.3f} eV")
print(f"second singlet excitation energy: {energies[1]:.5f} hartree")
print(f"largest amplitude: orbital {i_max+1} -> {n_occ+a_max+1}, "
      f"x^2 = {x[i_max, a_max]**2:.5f}")
print("squared singular values of x:",
      " ".join(f"{v:.2e}" if v < 1e-3 else f"{v:.6f}" for v in sigma2))
print(f"unrelaxed Tr A, Tr D: {p_un:.6f}, {np.trace(D_un):.6f}")
print(f"p from orthogonalized AO matrix: {p_lowdin:.6f}")
print(f"positive-eigenvalue sum of raw AO matrix: {p_raw:.4f}")
print(f"p of a pure double excitation (Fock space): {p_double:.4f}")
print(f"integrals of rho_A, rho_D on grid: {int_A:.5f}, {int_D:.5f}")
print(f"half integral of |Delta rho|, unrelaxed: {half_abs:.4f}")
print(f"half integral of |Delta rho|, relaxed: {half_abs_rel:.4f}")
for label, matrix in (("unrelaxed D", D_un), ("unrelaxed A", A_un),
                      ("relaxed D", D_rel), ("relaxed A", A_rel)):
    on_o, on_h = populations(matrix)
    print(f"{label} population on O, on both H: {on_o:.4f}, {on_h:.4f}")
print(f"block-diagonal perturbation, d omega/d lambda by differences: "
      f"{block_fd:.6f}")
print(f"same derivative from Tr(Delta V): {block_formula:.6f}")
print(f"symmetry-allowed occupied-virtual pairs: {n_pairs}")
print(f"largest |Z_ia|: {np.abs(Z).max():.4f}")
print(f"relaxed promotion number: {p_rel:.4f}")
print(f"upper bound 1 + sum of singular values of Z: {upper:.4f}")
print("three lowest relaxed eigenvalues:",
      " ".join(f"{v:.4f}" for v in eig_rel[:3]))
print("three highest relaxed eigenvalues:",
      " ".join(f"{v:.4f}" for v in eig_rel[::-1][:3]))
print(f"dipole change along z, unrelaxed: {-shift_un:.4f} e bohr")
print(f"dipole change along z, relaxed: {-shift_rel:.4f} e bohr")
print(f"dipole change along z, finite field: {-shift_field:.4f} e bohr")
print("all good")
```

It prints:

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degree
occupied, virtual spatial orbitals: 5, 8
ground-state energy: -76.30114 hartree
excitation energy: 0.29907 hartree = 8.138 eV
second singlet excitation energy: 0.37693 hartree
largest amplitude: orbital 5 -> 6, x^2 = 0.99919
squared singular values of x: 0.999902 9.79e-05 3.01e-29 2.98e-31 2.29e-34
unrelaxed Tr A, Tr D: 1.000000, 1.000000
p from orthogonalized AO matrix: 1.000000
positive-eigenvalue sum of raw AO matrix: 3.1549
p of a pure double excitation (Fock space): 2.0000
integrals of rho_A, rho_D on grid: 1.00000, 1.00000
half integral of |Delta rho|, unrelaxed: 0.8066
half integral of |Delta rho|, relaxed: 0.7772
unrelaxed D population on O, on both H: 1.0000, 0.0000
unrelaxed A population on O, on both H: 0.2742, 0.7258
relaxed D population on O, on both H: 1.1120, 0.1762
relaxed A population on O, on both H: 0.6171, 0.6712
block-diagonal perturbation, d omega/d lambda by differences: -0.229481
same derivative from Tr(Delta V): -0.229481
symmetry-allowed occupied-virtual pairs: 16
largest |Z_ia|: 0.1498
relaxed promotion number: 1.2883
upper bound 1 + sum of singular values of Z: 1.4061
three lowest relaxed eigenvalues: -1.0035 -0.1635 -0.0823
three highest relaxed eigenvalues: 1.0116 0.1635 0.0754
dipole change along z, unrelaxed: -1.3479 e bohr
dipole change along z, relaxed: -1.0641 e bohr
dipole change along z, finite field: -1.0641 e bohr
all good
```
